**Sharvin conductance from transverse modes**

For a wide ballistic constriction, the leading conductance is G = G0·A·k_F²/(4π), where G0 = 2e²/h, A is the narrowest area and k_F is the Fermi wavevector. The program asserts strict bounds on the mode count of a rectangle, and compares smoothed counts for a rectangle and a disc with the area law plus the boundary term −P·k_F/(4π), where P is the perimeter. It also asserts that one open mode carries G0 times the voltage, that the classical flux through a hole gives the Sharvin current, and that a smooth two-dimensional neck transmits as many modes as are open, within 0.03. Further assertions cover the finite-wall count, thermal averaging, the link to resistivity and a tunnelling estimate. For a model lithium neck of radius 1.5 nm, the output shows 69.4 modes by the area law, a conductance of 5.37 mS and a resistance of 186 Ω. The exact count is 61 modes for a hard wall and 67 for the finite wall. Adding the Ohmic resistance of a 3 nm length, the largest neglected effect sized, raises the estimate to 226 Ω.

## Check in Python

```python
"""Sharvin conductance from counting transverse modes.

Result under test: a wide ballistic constriction of area A in a metal with
Fermi wavevector kF has G = G0 * A * kF^2 / (4 pi), G0 = 2 e^2 / h.
The first correction to the smoothed hard-wall mode number is -P kF / (4 pi),
with P the perimeter. A finite wall changes that boundary term.
Lengths are in nm and energies in eV unless a name says SI.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.special import expit, jv, kve

pi = np.pi
e, h, hbar, m_e = const.e, const.h, const.hbar, const.m_e
G0 = 2 * e**2 / h
kinetic = hbar**2 / (2 * m_e) / e * 1e18      # hbar^2/2m in eV nm^2


def rectangle_modes(ka, kb, first=1):
    """Count modes below k; first=1 for Dirichlet, first=0 for Neumann walls."""
    n = np.arange(first, int(ka / pi) + 1)
    rest = np.clip(1 - (n * pi / ka)**2, 0, None)
    return int(np.sum(np.floor(kb / pi * np.sqrt(rest)) + 1 - first))


def disc_zeros(x_max):
    """Sorted zeros of all J_m below x_max, twice for m > 0 (both senses)."""
    found = []
    for m in range(int(x_max) + 1):
        x = np.arange(max(m, 1), x_max + 0.05, 0.05)
        f = jv(m, x)
        i = np.where(f[:-1] * f[1:] < 0)[0]
        roots = x[i] - f[i] * (x[i + 1] - x[i]) / (f[i + 1] - f[i])
        found.extend(list(roots) * (1 if m == 0 else 2))
    found = np.sort(np.array(found))
    return found[found < x_max]


def finite_wall_modes(k, k_wall, radius):
    """Count bound transverse modes below k in a disc well of finite depth."""
    q = np.linspace(0.01 / radius, k, 500)
    kappa = np.sqrt(k_wall**2 - q**2)
    total = 0
    for m in range(int(k * radius) + 3):
        ratio = kve(abs(m - 1), kappa * radius) / kve(m, kappa * radius)
        match = q * jv(m - 1, q * radius) + kappa * ratio * jv(m, q * radius)
        changes = np.count_nonzero(match[:-1] * match[1:] < 0)
        total += changes * (1 if m == 0 else 2)
    return total


def finite_wall_smooth(k, k_wall, radius):
    """Area term plus boundary term from the reflection phase of a flat wall."""
    def phase_term(q):
        return np.arcsin(np.sqrt(max(k**2 - q**2, 0)) / k_wall) / pi - 0.25
    return (k * radius)**2 / 4 + radius * quad(phase_term, -k, k)[0]


# --- Rectangle: strict bounds, boundary term, elliptical Fermi shadow ---
side_a, side_b = np.sqrt(1.6), 1 / np.sqrt(1.6)       # unit area
perimeter = 2 * (side_a + side_b)
k_values = np.linspace(150, 170, 1001)
counts = np.array([rectangle_modes(k * side_a, k * side_b) for k in k_values])
area_law = k_values**2 / (4 * pi)
assert np.all(counts <= area_law)
assert np.all(counts >= area_law - perimeter * k_values / (2 * pi) - 1)
rect_rest = np.mean(counts - area_law + perimeter * k_values / (4 * pi))
assert abs(rect_rest) < 1.0
kx, ky = 1.3 * 400, 0.7 * 400
shadow_law = pi * kx * ky / (4 * pi**2)
assert abs(rectangle_modes(kx * side_a, ky * side_b) / shadow_law - 1) < 0.02

# --- Disc: exact Bessel count against the area law and boundary term ---
zeros = disc_zeros(200.0)
x_window = np.linspace(180, 199.9, 2001)
disc_counts = np.searchsorted(zeros, x_window)
disc_rest = np.mean(disc_counts - x_window**2 / 4 + x_window / 2)
assert abs(disc_rest) < 1.0
table = []
for x in (20.0, 60.0, 180.0):
    number = int(np.searchsorted(zeros, x))
    assert abs(number / (x**2 / 4) - 1 + 2 / x) < 4 / x**1.5
    table.append((x, number, x**2 / 4))

# --- Squares inside and covering the disc bracket its mode number ---
cells = 8
x_disc = 199.0
inner = 4 * sum((i + 1)**2 + (j + 1)**2 <= cells**2
                for i in range(cells) for j in range(cells))
outer = 4 * sum(i**2 + j**2 < cells**2
                for i in range(cells) for j in range(cells))
k_side = x_disc / cells
lower = inner * rectangle_modes(k_side, k_side)
upper = outer * rectangle_modes(k_side, k_side, first=0)
exact_disc = int(np.searchsorted(zeros, x_disc))
assert lower <= exact_disc <= upper


# --- Smooth two-dimensional neck: full wave transmission with mode mixing ---
def neck_transmission(energy, strength, length, y, transverse):
    """Lattice Green function; grid step 1 and hbar^2/2m = 1."""
    size = len(y)
    eps, modes = np.linalg.eigh(transverse)           # hard-wall leads
    c = (2 - energy + eps) / 2                        # cosine of k_z
    phase = np.where(c < 1, c + 1j * np.sqrt(np.clip(1 - c**2, 0, None)),
                     c - np.sqrt(np.clip(c**2 - 1, 0, None)))
    sigma = (modes * (-phase)) @ modes.T
    gamma = 1j * (sigma - sigma.conj().T)
    half = int(2.5 * length)
    g, across = sigma, None
    for x in range(-half, half + 1):
        w = strength * np.exp(-(x / length)**2)
        block = (energy - 2) * np.eye(size) - transverse - np.diag((w * y)**2)
        block = block - g
        if x == half:
            block = block - sigma
        g = np.linalg.inv(block)
        across = g if across is None else -across @ g
    return np.trace(gamma @ across @ gamma @ across.conj().T).real


sites = 61
y_sites = np.arange(sites) - (sites - 1) / 2
transverse = (2 * np.eye(sites) - np.eye(sites, k=1) - np.eye(sites, k=-1))
neck_strength = 0.03
thresholds = np.linalg.eigvalsh(transverse
                                + np.diag((neck_strength * y_sites)**2))
neck_results = []
for open_modes in (3, 5, 7):
    energy = (thresholds[open_modes - 1] + thresholds[open_modes]) / 2
    total_T = neck_transmission(energy, neck_strength, 50, y_sites, transverse)
    assert abs(total_T - open_modes) < 0.03
    neck_results.append((open_modes, total_T))

# --- Lithium neck: rough typical inputs ---
lattice = 0.351          # nm, bcc cell with two atoms, one electron each
radius = 1.5             # nm
temperature = 300.0      # K
bias = 0.020             # V
resistivity = 9.5e-8     # ohm m
work_function = 2.9      # eV
distortion = 0.03        # assumed relative change of the Fermi radius
length = 2 * radius      # nm, constricted length

density = 2 / lattice**3
kF = (3 * pi**2 * density)**(1 / 3)
EF = kinetic * kF**2
area = pi * radius**2
N_sharvin = area * kF**2 / (4 * pi)
G_sharvin = G0 * N_sharvin
R_sharvin = 1 / G_sharvin
kT = const.k * temperature / e

# --- Current of one mode, integrated over wavevector ---
bottom = kinetic * (zeros[0] / radius)**2
kz = np.linspace(0, 1.3 * kF, 200001)
E_mode = bottom + kinetic * kz**2
window = (expit((EF + bias / 2 - E_mode) / kT)
          - expit((EF - bias / 2 - E_mode) / kT))
velocity = hbar * kz * 1e9 / m_e
I_mode = 2 * e / (2 * pi) * trapezoid(velocity * window, kz * 1e9)
assert abs(I_mode / (G0 * bias) - 1) < 1e-6

# --- Classical one-way flux through a hole ---
k_abs = np.linspace(0, 1.3 * kF, 200001)
E_abs = kinetic * k_abs**2
window3 = (expit((EF + bias / 2 - E_abs) / kT)
           - expit((EF - bias / 2 - E_abs) / kT))
u, weight = np.polynomial.legendre.leggauss(8)
cosine, weight = (u + 1) / 2, weight / 2
angle = 2 * pi * np.sum(weight * cosine)
radial = trapezoid((k_abs * 1e9)**3 * hbar / m_e * window3, k_abs * 1e9)
I_flux = 2 * e / (2 * pi)**3 * angle * radial * area * 1e-18
assert abs(I_flux / (G_sharvin * bias) - 1) < 1e-5

# --- Wall correction: hard and finite walls ---
N_hard = int(np.searchsorted(zeros, kF * radius))
N_hard_smooth = N_sharvin - 2 * pi * radius * kF / (4 * pi)
k_wall = np.sqrt((EF + work_function) / kinetic)
N_soft = finite_wall_modes(kF, k_wall, radius)
N_soft_smooth = finite_wall_smooth(kF, k_wall, radius)
radii = np.linspace(0.85 * radius, 1.15 * radius, 60)
soft_rest = np.mean([finite_wall_modes(kF, k_wall, r)
                     - finite_wall_smooth(kF, k_wall, r) for r in radii])
assert abs(soft_rest) < 1.5

# --- Thermal smearing: sum over modes against integral over energy ---
mode_energies = kinetic * (zeros / radius)**2
N_thermal = np.sum(expit((EF - mode_energies) / kT))
E_grid = np.linspace(EF - 1.5, EF + 1.5, 200001)
occupied = expit((EF - E_grid) / kT)
minus_slope = occupied * (1 - occupied) / kT
N_integral = trapezoid(minus_slope * np.searchsorted(mode_energies, E_grid),
                       E_grid)
assert abs(N_thermal - N_integral) < 0.01

# --- Scattering: mean free path and Ohmic resistance of the neck ---
v_fermi = hbar * kF * 1e9 / m_e
tau = m_e / (density * 1e27 * e**2 * resistivity)
free_path = v_fermi * tau * 1e9
R_ohmic = resistivity * length * 1e-9 / (area * 1e-18)
R_from_path = 4 * resistivity * free_path * 1e-9 / (3 * area * 1e-18)
assert abs(R_from_path / R_sharvin - 1) < 1e-6
assert free_path > length

# --- Tunnelling through a gap as long as the neck, by wave matching ---
kappa = np.sqrt(work_function / kinetic)
decay = np.exp(-kappa * length)
ik = 1j * kF
# unknowns: reflected wave, two barrier waves, transmitted wave
matching = np.array([[-1, 1, decay, 0],
                     [ik, -kappa, kappa * decay, 0],
                     [0, decay, 1, -1],
                     [0, -kappa * decay, kappa, -ik]], dtype=complex)
waves = np.linalg.solve(matching, np.array([1, ik, 0, 0], dtype=complex))
T_gap = abs(waves[3])**2
assert abs(np.log(T_gap) + 2 * kappa * length) < np.log(16) + 0.01

print("GENERAL TESTS")
for x, number, law in table:
    print(f"disc kF*a = {x:.0f}: modes {number}, area law {law:.0f}, "
          f"ratio {number / law:.4f}")
print(f"disc mean rest after boundary term: {disc_rest:.2f} modes")
print(f"rectangle mean rest after boundary term: {rect_rest:.2f} modes")
print(f"disc kF*a = {x_disc:.0f}, square bounds: "
      f"{lower} <= {exact_disc} <= {upper}")
for open_modes, total_T in neck_results:
    print(f"2D smooth neck, open modes {open_modes}: "
          f"total transmission {total_T:.4f}")
print("LITHIUM NECK, INPUTS (rough typical values)")
print(f"lattice constant: {lattice:.3f} nm")
print(f"neck radius: {radius:.1f} nm; constricted length: {length:.1f} nm")
print(f"temperature: {temperature:.0f} K; read bias: {bias * 1e3:.0f} mV")
print(f"resistivity: {resistivity * 1e8:.1f} microohm cm")
print(f"work function: {work_function:.1f} eV")
print(f"assumed Fermi radius distortion: {distortion * 100:.0f} %")
print("LITHIUM NECK, RESULTS")
print(f"electron density: {density:.2f} nm^-3")
print(f"Fermi wavevector: {kF:.2f} nm^-1")
print(f"Fermi energy: {EF:.2f} eV")
print(f"kF times radius: {kF * radius:.2f}")
print(f"area: {area:.3f} nm^2")
print(f"conductance quantum: {G0 * 1e6:.3f} microsiemens")
print(f"Sharvin mode number: {N_sharvin:.2f}")
print(f"Sharvin conductance: {G_sharvin * 1e3:.3f} mS")
print(f"Sharvin resistance: {R_sharvin:.1f} ohm")
print(f"current at read bias: {G_sharvin * bias * 1e6:.1f} microampere")
print(f"one-mode current / (G0 V): {I_mode / (G0 * bias):.7f}")
print(f"classical flux / Sharvin current: "
      f"{I_flux / (G_sharvin * bias):.7f}")
print("NEGLECTED EFFECTS")
print(f"hard wall: count {N_hard}, smoothed {N_hard_smooth:.2f}")
print(f"finite wall: count {N_soft}, smoothed {N_soft_smooth:.2f}")
print(f"finite wall mean rest over radii: {soft_rest:.2f} modes")
print(f"hard wall, thermally averaged modes: {N_thermal:.2f}")
print(f"mean mode spacing: {EF / N_sharvin * 1e3:.1f} meV; "
      f"kT: {kT * 1e3:.1f} meV")
print(f"mean free path: {free_path:.1f} nm")
print(f"Ohmic resistance of constricted length: {R_ohmic:.1f} ohm")
print(f"Ohmic / Sharvin resistance: {R_ohmic / R_sharvin * 100:.1f} %")
print(f"Sharvin plus Ohmic resistance: {R_sharvin + R_ohmic:.0f} ohm")
print(f"largest bias asymmetry eV/(2 EF): {bias / (2 * EF) * 100:.2f} %")
print(f"Fermi shadow change, upper bound: "
      f"{((1 + distortion)**2 - 1) * 100:.1f} %")
print(f"tunnelling probability through {length:.1f} nm gap: {T_gap:.1e}")
print("success")
```

It prints:

```
GENERAL TESTS
disc kF*a = 20: modes 92, area law 100, ratio 0.9200
disc kF*a = 60: modes 871, area law 900, ratio 0.9678
disc kF*a = 180: modes 8013, area law 8100, ratio 0.9893
disc mean rest after boundary term: 0.12 modes
rectangle mean rest after boundary term: 0.30 modes
disc kF*a = 199, square bounds: 6724 <= 9805 <= 12544
2D smooth neck, open modes 3: total transmission 3.0000
2D smooth neck, open modes 5: total transmission 5.0001
2D smooth neck, open modes 7: total transmission 7.0002
LITHIUM NECK, INPUTS (rough typical values)
lattice constant: 0.351 nm
neck radius: 1.5 nm; constricted length: 3.0 nm
temperature: 300 K; read bias: 20 mV
resistivity: 9.5 microohm cm
work function: 2.9 eV
assumed Fermi radius distortion: 3 %
LITHIUM NECK, RESULTS
electron density: 46.25 nm^-3
Fermi wavevector: 11.10 nm^-1
Fermi energy: 4.70 eV
kF times radius: 16.66
area: 7.069 nm^2
conductance quantum: 77.481 microsiemens
Sharvin mode number: 69.37
Sharvin conductance: 5.374 mS
Sharvin resistance: 186.1 ohm
current at read bias: 107.5 microampere
one-mode current / (G0 V): 1.0000000
classical flux / Sharvin current: 1.0000000
NEGLECTED EFFECTS
hard wall: count 61, smoothed 61.04
finite wall: count 67, smoothed 68.27
finite wall mean rest over radii: -0.08 modes
hard wall, thermally averaged modes: 61.55
mean mode spacing: 67.7 meV; kT: 25.9 meV
mean free path: 10.4 nm
Ohmic resistance of constricted length: 40.3 ohm
Ohmic / Sharvin resistance: 21.7 %
Sharvin plus Ohmic resistance: 226 ohm
largest bias asymmetry eV/(2 EF): 0.21 %
Fermi shadow change, upper bound: 6.1 %
tunnelling probability through 3.0 nm gap: 7.0e-23
success
```
